# The long-range Fröhlich vertex from augmented overlaps at small q

## Problem

An undoped cubic insulator of lattice constant $a$ and cell volume $\Omega=a^3$ has two atoms per cell, with $x$ coordinates $\tau_1$ and $\tau_2$. Their Born charges are $Z_1=Z$ and $Z_2=-Z$, and the electronic dielectric constant is $\varepsilon$. A longitudinal optical (LO) phonon of frequency $\omega$ travels along $x$ with wave number $q>0$. The electrons move along $x$ in a periodic potential $v(x)$; their $y$ and $z$ motion stays in one fixed normalized state and drops out. Atomic units are used ($\hbar=m_e=e=1$, $4\pi\varepsilon_0=1$).

The Bloch states $\psi_{nk}$ are not stored directly. A projector augmented-wave (PAW) or ultrasoft calculation gives pseudo states $\tilde\psi_{nk}$, projectors $p_i$, and partial waves $\phi_i$ (all-electron) and $\tilde\phi_i$ (smooth).

(a) Find the macroscopic potential energy of an electron in the phonon field, and hence write the long-range vertex as $g_{mn}(k,q)=g_F(q)\,M_{mn}(k,q)$, where
$$M_{mn}(k,q)=\langle\psi_{m,k+q}|e^{iqx}|\psi_{nk}\rangle .$$

(b) Express $M_{mn}$ through pseudo states, with projections at $k$ and at $k+q$.

(c) Show that $M_{mn}\to\delta_{mn}$ as $q\to0$ for non-degenerate bands, and state what must be assumed about phases.

(d) Find how fast the limit is reached, and what this implies for the intraband and interband vertex.

(e) Evaluate the result for a chain with two wells per cell.

## Hints

1. For (a), treat the displaced ions as dipoles and apply Gauss's law to one Fourier component.
2. For (b), split the cell into the augmentation region and the rest. Inside the region a complete set of partial waves represents both $\psi$ and $\tilde\psi$, with the same coefficients.
3. For (c), compare the augmentation term at $q=0$ with the overlap operator in the pseudo eigenproblem.
4. For (d), return to all-electron states and apply perturbation theory in $q$ to their periodic parts.

## Solution

### (a) The macroscopic factor

In a crystal of $N$ cells the phonon displaces atom $\kappa$ of cell $R$ by $N^{-1/2}u_\kappa e^{iq(R+\tau_\kappa)}$ times the phonon operator, with $u_\kappa=e_\kappa/\sqrt{2M_\kappa\omega}$ and $\sum_\kappa e_\kappa^2=1$. We leave out the factor $N^{-1/2}$, so $g$ is the vertex for states normalized in one cell, and the matrix element in the crystal is $g/\sqrt N$.

Each displaced ion carries a dipole $Z_\kappa u_\kappa e^{iq(R+\tau_\kappa)}$. Averaged over $y$ and $z$, the polarization has Fourier components at $K=q+G$, where $G$ is a multiple of $2\pi/a$. The phase $e^{iq\tau_\kappa}$ multiplied by $e^{-iK\tau_\kappa}$ leaves $e^{-iG\tau_\kappa}$, so
$$P_K=\frac1\Omega\sum_\kappa Z_\kappa u_\kappa e^{-iG\tau_\kappa}.$$

There is no free charge, so $\partial_x(\varepsilon E+4\pi P)=0$, which gives $E_K=-4\pi P_K/\varepsilon$ for $K\neq0$. With $E=-\partial_x\varphi$ we have $-iK\varphi_K=-4\pi P_K/\varepsilon$, hence $\varphi_K=-4\pi iP_K/(\varepsilon K)$. The electron has charge $-1$, so its potential energy is
$$V_K=-\varphi_K=\frac{4\pi i}{\Omega\varepsilon K}\sum_\kappa Z_\kappa u_\kappa e^{-iG\tau_\kappa}.$$

In the LO mode the atoms move in opposition with their centre of mass at rest. With the reduced mass defined by $1/\mu=1/M_1+1/M_2$, this means $e_1=\sqrt{\mu/M_1}$ and $e_2=-\sqrt{\mu/M_2}$. We keep this pattern and a constant $\omega$ at all the small $q$ considered. The two minus signs in $Z_2u_2$ cancel, and for $G=0$
$$\sum_\kappa Z_\kappa u_\kappa=Z\sqrt{\frac{\mu}{2\omega}}\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z}{\sqrt{2\mu\omega}} .$$

The macroscopic factor is therefore
$$g_F(q)=\frac{iC}{q},\qquad C=\frac{4\pi Z}{\Omega\varepsilon\sqrt{2\mu\omega}} .$$

The electron sees $g_F e^{iqx}$, and its matrix element is $g_FM_{mn}$. The $1/q$ form requires $\varepsilon$ to stay finite as $q\to0$, which is why the crystal was taken to be insulating and undoped.

The terms with $G\neq0$ are left out of $g_{mn}$. A constant $\varepsilon$ describes them only roughly, because screening changes at wavelengths of the order of the cell. In each of them $1/|K|$ stays finite as $q\to0$, and $|\langle\psi_m|e^{iKx}|\psi_n\rangle|\le1$ by the Schwarz inequality. No such term can compete with a $1/q$ divergence.

### (b) The augmented matrix element

The integrand of $M_{mn}$ has the Bloch phase $e^{-i(k+q)x}e^{iqx}e^{ikx}=1$. It is periodic, so one cell suffices for the integral.

The all-electron state is $\psi=T\tilde\psi$ with
$$T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i| ,\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}.$$
The projectors vanish outside the augmentation region $A$, and $\phi_i=\tilde\phi_i$ there. Write $c_i^{nk}=\langle p_i|\tilde\psi_{nk}\rangle$. If the smooth partial waves are complete in $A$, then inside $A$
$$\tilde\psi_{nk}=\sum_i\tilde\phi_i\,c_i^{nk},\qquad
\psi_{nk}=\tilde\psi_{nk}+\sum_i(\phi_i-\tilde\phi_i)c_i^{nk}=\sum_i\phi_i\,c_i^{nk}.$$
Outside $A$, $\psi_{nk}=\tilde\psi_{nk}$.

The operator $e^{iqx}$ is local, so the integral splits into the two parts of the cell:
$$M_{mn}=\int_{\text{outside}}\tilde\psi_{m,k+q}^*e^{iqx}\tilde\psi_{nk}\,dx+\sum_{ij}c_i^{m,k+q\,*}\langle\phi_i|e^{iqx}|\phi_j\rangle_A\,c_j^{nk}.$$
Now add the pseudo integral over $A$ to the first term, and subtract it from the second in its expanded form:
$$M_{mn}=\langle\tilde\psi_{m,k+q}|e^{iqx}|\tilde\psi_{nk}\rangle+\sum_{ij}c_i^{m,k+q\,*}\,Q_{ij}(q)\,c_j^{nk},$$
$$Q_{ij}(q)=\langle\phi_i|e^{iqx}|\phi_j\rangle_A-\langle\tilde\phi_i|e^{iqx}|\tilde\phi_j\rangle_A .$$
The left projections belong to $k+q$ and the right ones to $k$. The position of the atom enters through the phase of $e^{iqx}$ in $Q_{ij}(q)$.

### (c) The limit

The pseudo states solve a generalized eigenproblem,
$$T^\dagger HT\,\tilde\psi_{nk}=E_{nk}S\tilde\psi_{nk},\qquad S=1+\sum_{ij}|p_i\rangle Q_{ij}(0)\langle p_j| .$$
For a complete set, $S=T^\dagger T$: this is the argument of (b) with $e^{iqx}$ replaced by 1. Eigenstates at the same $k$ are normalized so that $\langle\tilde\psi_{mk}|S|\tilde\psi_{nk}\rangle=\delta_{mn}$.

Let $q\to0$. Three things happen.

- $Q_{ij}(q)\to Q_{ij}(0)$, because the integrals run over a finite region.
- For an isolated band, the periodic part of $\tilde\psi_{m,k+q}$ tends to that of $\tilde\psi_{mk}$, up to a phase $e^{i\theta_m}$. The operators for the periodic parts depend smoothly on $k$, so an isolated eigenvector is continuous apart from its free phase.
- The projections $c_i^{m,k+q}$ follow the states and tend to $e^{i\theta_m}c_i^{mk}$.

Together these give
$$M_{mn}\to e^{-i\theta_m}\Big[\langle\tilde\psi_{mk}|\tilde\psi_{nk}\rangle+\sum_{ij}c_i^{mk\,*}Q_{ij}(0)c_j^{nk}\Big]=e^{-i\theta_m}\langle\tilde\psi_{mk}|S|\tilde\psi_{nk}\rangle=e^{-i\theta_m}\delta_{mn}.$$

A diagonalization routine returns arbitrary phases $\theta_m$. Choosing the phase of each state at $k+q$ so that $M_{mm}$ is real and positive removes them, and then $M_{mn}\to\delta_{mn}$. This choice is used from here on.

The last step used orthonormality with respect to $S$. It did not use completeness of the partial waves. The limit holds for a truncated set too, provided that $S$ is positive and that the same truncated $Q_{ij}$ enters $S$ and $M$. The identity is thus a check on consistency between the eigenproblem and the vertex, and does not show that the partial-wave set is adequate.

### (d) The rate, and the vertex itself

With a complete set, $M_{mn}=\langle u_{m,k+q}|u_{nk}\rangle$, where $u$ is the periodic part of the all-electron state. It is an eigenfunction of $h_k=\tfrac12(-i\partial_x+k)^2+v$. Expanding the square gives
$$h_{k+q}=h_k+q(-i\partial_x+k)+\tfrac12q^2 .$$
The last term is a constant and does not change the states. First-order perturbation theory, with the phase chosen above, gives
$$|u_{m,k+q}\rangle=|u_{mk}\rangle+q\sum_{l\neq m}|u_{lk}\rangle\frac{p_{lm}}{E_m-E_l}+O(q^2),\qquad p_{lm}=\langle u_{lk}|{-i\partial_x}+k|u_{mk}\rangle .$$
Here $p_{lm}$ is the momentum matrix element between the Bloch states. Take the overlap with $u_{nk}$ for $n\neq m$. The coefficient with $l=n$ survives, and it is conjugated because it stands in the bra. Since $p_{nm}^*=p_{mn}$,
$$M_{mn}=q\,\frac{p_{mn}}{E_m-E_n}+O(q^2)\qquad(m\neq n).$$

For the diagonal, use the completeness of the states at $k+q$, which gives $\sum_m|M_{mn}|^2=\langle u_{nk}|u_{nk}\rangle=1$. Therefore
$$1-|M_{nn}|^2=\sum_{m\neq n}|M_{mn}|^2=q^2\sum_{m\neq n}\frac{|p_{mn}|^2}{(E_m-E_n)^2}+O(q^3).$$

Multiplying by $g_F=iC/q$ gives the vertex:
$$g_{nn}\simeq\frac{iC}{q},\qquad g_{mn}\to iC\,\frac{p_{mn}}{E_m-E_n}\quad(m\neq n).$$
The matrix $g$ itself does not tend to the identity; the ratio $g/g_F$ does. The intraband vertex diverges. The interband vertex tends to a constant, because the $1/q$ of the field cancels the factor $q$ in the overlap. The constant is zero where $p_{mn}$ vanishes, as between states of equal parity at $k=0$ in a crystal with inversion symmetry. Then $M_{mn}=O(q^2)$ and $g_{mn}$ goes to zero with $q$; the two lowest bands of the chain in (e) behave this way at $k=0$.

This constant has a simple meaning. At long wavelength $g_Fe^{iqx}\simeq iC/q-Cx$. The first term is a uniform shift, which cannot connect different bands. The second is the energy in a uniform field. Defining the interband position element by $p_{mn}=i(E_m-E_n)x_{mn}$, the limit above becomes $iC\cdot i\,x_{mn}=-Cx_{mn}$, as it should.

Two cautions follow.

- The expansion needs $q|p_{mn}|\ll|E_m-E_n|$, and also $q|p_{mm}-p_{nn}|\ll|E_m-E_n|$, because the gap changes by $q(p_{mm}-p_{nn})$ to first order between $k$ and $k+q$. Near an avoided crossing the identity is approached only at correspondingly small $q$.
- The interband constant is of the same order in $q$ as the $G\neq0$ terms and the short-range coupling. A complete interband vertex needs all of them, whereas the leading intraband divergence comes from $g_F$ alone.

The divergence is integrable in three dimensions: $|g_{nn}|^2\propto1/q^2$ is compensated by the volume element $4\pi q^2dq$.

### (e) A chain with two wells

The potential is a periodic sum of Gaussian wells $-d_\kappa\exp[-(x-\tau_\kappa)^2/w_\kappa^2]$ with $a=6$ bohr and

| | atom 1 | atom 2 |
|---|---|---|
| $\tau_\kappa$ (bohr) | 1.5 | 4.5 |
| $d_\kappa$ (hartree) | 2 | 1 |
| $w_\kappa$ (bohr) | 0.8 | 1 |
| $M_\kappa$ (u) | 30 | 60 |

Atom 1 has an augmentation region of radius $r_c=1.2$ bohr. The smooth partial waves are orthonormal polynomials in the region and serve as their own projectors. On the grid used, 32 of them form a complete set. With $s=(x-\tau_1)/r_c$, the two lowest all-electron waves differ from the smooth ones by peaks $0.5(1-s^2)^2$ and $0.8\,s(1-s^2)^2$, in bohr$^{-1/2}$. All the others are left unchanged. These shapes are a choice of the model.

The phonon parameters are $Z=1$, $\varepsilon=5$, $\hbar\omega=30$ meV and $\mu=30\cdot60/90=20$ u. They give $C=35.31$ meV/bohr. At $k=0.3$ bohr$^{-1}$ the two lowest bands lie at $-1.05635$ and $-0.47099$ hartree. The augmented overlaps then give:

| $q$ (bohr$^{-1}$) | $1-M_{00}$ | $\lvert M_{01}\rvert$ | $\lvert g_{00}\rvert$ (meV) | $\lvert g_{01}\rvert$ (meV) |
|---|---|---|---|---|
| 0.1 | $3.15\times10^{-3}$ | 0.0650 | 352 | 22.9 |
| 0.01 | $2.85\times10^{-5}$ | 0.00602 | 3531 | 21.3 |
| 0.001 | $2.82\times10^{-7}$ | 0.000596 | 35314 | 21.1 |

The diagonal deficit falls as $q^2$ and the off-diagonal element as $q$. The intraband vertex grows as $1/q$, while the interband vertex settles to a constant. The large intraband values refer to one-cell normalization and are divided by $\sqrt N$ in a crystal.

The constant can be found independently from all-electron quantities at $k$. With $|p_{01}|=0.3488$ bohr$^{-1}$ and $E_1-E_0=0.5854$ hartree,
$$\frac{|p_{01}|}{E_1-E_0}=\frac{0.3488}{0.5854}=0.596\ \text{bohr},$$
$$|g_{01}|\to35.31\times0.596=21.0\ \text{meV}=7.73\times10^{-4}\ \text{hartree}.$$
The augmented overlap at $q=10^{-4}$ bohr$^{-1}$ gives $|M_{01}|/q=0.596$ bohr, in agreement.

The deficit can be checked in the same way. The sum over bands in (d) is 0.564 bohr$^2$ for $n=0$. Since $1-|M_{00}|^2\simeq2(1-M_{00})$, this predicts $1-M_{00}\simeq0.282\,q^2$, which is $2.82\times10^{-7}$ at $q=0.001$ bohr$^{-1}$.

Keeping four partial waves instead of 32 in $S$ and $Q_{ij}$ illustrates the remark on completeness. The Hamiltonian $T^\dagger HT$ is left exact, since $T$ involves only the two modified waves, so the shifts below measure the truncation of the overlap terms alone and are not the full error of a truncated PAW set. At $q=10^{-4}$ bohr$^{-1}$, the largest deviation of $M$ from the identity among the four lowest bands is $7.04\times10^{-5}$ with 32 waves and $7.05\times10^{-5}$ with four. The lowest energy, however, moves by about 1.2 millihartree, and $|M_{01}|/q$ falls by about 0.2 % of its complete-set value.

The numerical check tests the augmented overlaps against a separate all-electron diagonalization, and the macroscopic factor against a real-space sum over displaced charged planes.

## Variation 1: missing or frozen augmentation charges

*What happens to the limit if the $Q_{ij}$ term is dropped? What if $Q_{ij}(q)$ is replaced by $e^{iq\tau_1}Q_{ij}(0)$?*

**Dropped.** The orthonormality condition, solved for the bare overlap, gives
$$M_{mn}\to\langle\tilde\psi_{mk}|\tilde\psi_{nk}\rangle=\delta_{mn}-\sum_{ij}c_i^{mk\,*}Q_{ij}(0)c_j^{nk},$$
up to the phases of the states at $k+q$. This is in general not the identity. An off-diagonal remainder is multiplied by $C/q$, so the interband vertex acquires a false divergence. In the example, on the grid used (the last digits depend on it), at $q=10^{-4}$ bohr$^{-1}$, $|M_{00}|=0.515$ and $|M_{01}|=0.0756$. The interband vertex comes out as 26.7 eV instead of 21 meV.

**Frozen.** Expand the exponential about the atom:
$$Q_{ij}(q)=e^{iq\tau_1}\big[Q_{ij}(0)+iqD_{ij}+O(q^2)\big],$$
$$D_{ij}=\langle\phi_i|x-\tau_1|\phi_j\rangle_A-\langle\tilde\phi_i|x-\tau_1|\tilde\phi_j\rangle_A .$$
Freezing the charges omits $iqD_{ij}$. The error in $M$ vanishes with $q$, so the identity survives. On the diagonal, $D$ is Hermitian, so the first-order error is imaginary and amounts to a phase. Off the diagonal, after multiplication by $g_F=iC/q$, the omitted term is
$$iC\cdot i\sum_{ij}c_i^{mk\,*}D_{ij}c_j^{nk}=-C\sum_{ij}c_i^{mk\,*}D_{ij}c_j^{nk}.$$
This is the augmentation dipole in the phonon field, and it does not vanish with $q$. In the example $|M_{01}|/q$ becomes 0.564 bohr instead of 0.596 bohr, so the interband constant is about 5 % below its correct value. Passing the identity check therefore does not validate the interband vertex.

## Variation 2: a degenerate level

*What replaces the identity if the level at $k$ is degenerate? Work out the case $v=0$, $k=0$, for the two states with energy $G^2/2$, $G=2\pi/a$.*

As $q\to0$, the states at $k+q$ that come from the level tend, up to phases, to some $S$-orthonormal basis $\tilde w_m$ of the degenerate space. The states chosen at $k$ form another such basis. By the argument in (c), the block of $M$ within the level tends to $\langle\tilde w_m|S|\tilde\psi_{nk}\rangle$. This is the matrix of a change between two orthonormal bases, so it is unitary, but need not be diagonal.

For free electrons the energies at $q>0$ are $(q\mp G)^2/2$. The degeneracy is lifted by $2qG$, and the periodic parts are $e^{\mp iGx}/\sqrt a$, lower state first. At $k=0$ one may equally well have chosen $\sqrt{2/a}\cos Gx$ and $\sqrt{2/a}\sin Gx$. Over one cell
$$\frac{\sqrt2}{a}\int_0^ae^{\pm iGx}\cos Gx\,dx=\frac1{\sqrt2},\qquad
\frac{\sqrt2}{a}\int_0^ae^{\pm iGx}\sin Gx\,dx=\pm\frac{i}{\sqrt2},$$
and since the bra conjugates the exponential, the upper signs belong to the lower state:
$$M=\frac1{\sqrt2}\begin{pmatrix}1&i\\1&-i\end{pmatrix},\qquad M^\dagger M=\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

All four elements have modulus $1/\sqrt2$, however small $q$ is, and no choice of phases turns this matrix into the identity. Choosing $e^{\mp iGx}/\sqrt a$ at $k=0$ as well does so. For any choice, unitarity gives $\sum_m|g_{mn}|^2/|g_F|^2\to1$ when $m$ runs over the level, so the leading $1/q^2$ term of the sum does not depend on the basis. To compare the diverging part of the vertex between calculations when a level is degenerate, use the leading term of this sum rather than a single element.

## Numbers as computed

```
cell length 6.0 bohr, grid points 81, k = 0.30 1/bohr
atom positions (bohr): [1.5 4.5]  well depths (hartree): [2. 1.]
well widths (bohr): [0.8 1. ]  augmentation radius 1.2 bohr
partial waves in complete set: 32
peak amplitudes (bohr^-1/2): [0.5 0.8]
Q_00(0) = 1.0752, Q_11(0) = 0.3902 (dimensionless)
band energies 0..3 (hartree): [-1.05635 -0.47099  0.26096  0.89693]
Z = 1.0, eps = 5.0, phonon energy 30.0 meV
masses (u): [30. 60.], reduced mass 20.00 u
q*g_F = 35.3136 meV/bohr
plane sum at q = 0.08727 1/bohr: 404.664 meV, formula 404.664 meV
q(1/bohr) 1-M_00    |M_01|    max|M-1|  |g_00|(meV) |g_01|(meV)
   0.100  3.15e-03  6.50e-02  6.68e-02     352.022    22.9407
   0.030  2.63e-04  1.84e-02  1.98e-02    1176.809    21.6592
   0.010  2.85e-05  6.02e-03  6.90e-03    3531.255    21.2518
   0.001  2.82e-07  5.96e-04  7.03e-04   35313.545    21.0635
|matrix element| at K=q+2pi/a, band 0, q=0.001: 0.7802
|p_01| = 0.34880 1/bohr, E_1-E_0 = 0.58536 hartree
|M_01|/q at q=1e-4: 0.59593 bohr, momentum formula 0.59587 bohr
limit of |g_01|: 21.0425 meV = 7.7330e-04 hartree
(1-|M_00|^2)/q^2 at q=1e-3: 0.56464 bohr^2, formula 0.56394 bohr^2
at q = 1e-4 1/bohr:
 no augmentation: |M_00| = 0.5149, |M_11| = 0.9762, |M_01| = 0.0756
 no augmentation: |g_01| = 26683.7 meV
 frozen charges: |M_01|/q = 0.56377 bohr, max|M-1| = 6.89e-05
 complete set: max|M-1| = 7.04e-05
 4 partial waves: max|M-1| = 7.05e-05, |M_01|/q = 0.59472 bohr
energies with 4 partial waves (hartree): [-1.05751 -0.471    0.26098  0.89738]
degenerate pair: unitarity error below 1e-6: True
```
